\section*{Configurational Stress of a Learned Many-Body Potential in a Periodic Cell, part 2}

We want the stress of a periodic crystal whose energy per cell $E$ comes from a learned potential. The cell has lattice vectors $\mathbf h_\alpha$, volume $V$ and $N$ atoms at $\mathbf r_k$, with forces $\mathbf F_k$. Image $n$ of atom $j$ is seen from atom $i$ along $\mathbf r_{ijn}=\mathbf r_j+\mathbf R_n-\mathbf r_i$, where $\mathbf R_n=\sum_\alpha n_\alpha\mathbf h_\alpha$ with integers $n_\alpha$. Neighbours lie within a cutoff and include an atom's own images. The energy is a sum of atomic energies, $E=\sum_i\varepsilon_i$, and $\mathbf g_{ijn}=\partial\varepsilon_i/\partial\mathbf r_{ijn}$.

A homogeneous strain takes $\mathbf x$ to $(1+\eta)\mathbf x$. The configurational stress is $\sigma_{ab}=W_{ab}/V$ with $W_{ab}=\partial E/\partial\eta_{ab}$ at $\eta=0$. Tension is positive, and the configurational pressure is $p=-\tfrac13\sum_a\sigma_{aa}$. Energies are in eV, lengths in nm and stresses in GPa.

The first derivation strained the neighbour vectors and gave the neighbour formula
\begin{equation}
\boxed{\;W_{ab}=\sum_{ijn}g_{ijn,a}\,r_{ijn,b},\qquad
\sigma_{ab}=\frac{1}{V}\sum_{ijn}g_{ijn,a}\,r_{ijn,b}\;}
\label{eq:main}
\end{equation}
The forces are $\mathbf F_k=\sum_{jn}\mathbf g_{kjn}-\sum_{in}\mathbf g_{ikn}$. In a chain with one atom per cell the force is zero although the tension is not.

The second derivation treats positions and lattice vectors as separate variables. It gave
\begin{equation}
W_{ab}=-\sum_kF_{k,a}r_{k,b}+C_{ab},\qquad
C_{ab}=\sum_\alpha\left.\frac{\partial E}{\partial h_{\alpha,a}}\right|_{\mathbf r}h_{\alpha,b}.
\label{eq:split}
\end{equation}
Wrapping, the choice of image that represents each atom, changes the position–force sum and the cell term $C_{ab}$ by opposite amounts, so $W$ is unaffected.

The learned model used in the example, called the moment model, describes the surroundings of each atom by rotation-invariant combinations of moments of its neighbour distribution. With $x_f$ their shifted and scaled values,
\begin{equation}
\varepsilon_i=c_0+\sum_fc_fx_f+\sum_hv_hz_h,\qquad
z_h=\tanh\Big(\sum_fx_fw_{fh}+b_h\Big),
\end{equation}
where $c$ and $v$ depend on the species of the centre.

\subsection{Recovering the neighbour formula}

Now restore the sum of atomic energies. At fixed positions a change of the lattice vectors alters $\mathbf r_{ijn}$ through $\mathbf R_n$ alone, so $\partial E/\partial\mathbf h_\alpha|_{\mathbf r}=\sum_{ijn}n_\alpha\mathbf g_{ijn}$ and
\begin{equation}
C_{ab}=\sum_{ijn}g_{ijn,a}R_{n,b}.
\end{equation}
Inserting the forces in the first term of (\ref{eq:split}) and renaming the summation indices gives
\begin{align}
-\sum_kF_{k,a}r_{k,b}
&=\sum_{ikn}g_{ikn,a}r_{k,b}-\sum_{kjn}g_{kjn,a}r_{k,b}\nonumber\\
&=\sum_{ijn}g_{ijn,a}(r_{j,b}-r_{i,b}).
\end{align}
The sum of the two results is
\begin{equation}
W_{ab}=\sum_{ijn}g_{ijn,a}(r_{j,b}-r_{i,b}+R_{n,b})=\sum_{ijn}g_{ijn,a}r_{ijn,b},
\end{equation}
the same formula as before. The cell term vanishes when no interaction crosses a boundary, as for an isolated cluster in a large box whose atoms are listed without being split across faces. In that case positions times forces suffice.

\subsection{What each derivation assumes}

The first derivation needs an energy expressed through neighbour vectors. In return it gives a local sum that uses the gradients already computed for the forces, and it makes independence of wrapping evident. It also shows the symmetry centre by centre.

The second needs no division into atomic energies and no cutoff. It needs differentiability in the positions and the cell, and invariance under replacement of atoms by images. It therefore covers an Ewald sum of fixed point charges in a neutral cell, for which no finite neighbour list exists. The usual conducting boundary conditions are assumed: a surface term that depends on the dipole of the listed positions would change when an atom is replaced by an image. That energy scales as the inverse of length, so a uniform expansion gives $\sum_aW_{aa}=-E$, a relation available without any pair gradients. If a learned model predicts charges from the surroundings and adds their Coulomb energy, (\ref{eq:split}) still applies, but the derivative must include both the change of the lattice sum and the change of the charges. The neighbour formula with the short-range gradients alone would then be incomplete.

\subsection{What temperature adds}

At temperature $T$ the stress is the strain derivative of the free energy. For classical nuclei the momentum integrals do not depend on strain, and the remaining part is
\begin{equation}
A(\eta)=-k_BT\ln\int d^{3N}r\;e^{-E/k_BT},
\end{equation}
with each atom integrated over the deformed cell. Substitute $\mathbf r_k=(1+\eta)\mathbf X_k$, so that $\mathbf X_k$ runs over the undeformed cell. Each atom contributes a Jacobian $\det(1+\eta)$, whose logarithm is $\sum_a\eta_{aa}$ to first order. Hence
\begin{equation}
\sigma^{\rm tot}_{ab}=\frac{1}{V}\frac{\partial A}{\partial\eta_{ab}}
=\frac{\langle W_{ab}\rangle-Nk_BT\,\delta_{ab}}{V}.
\end{equation}
The average is over the Boltzmann distribution. The second term is the kinetic pressure with its sign as a stress.

\subsection{A cell of the size of polar hafnia}

The example has 4 Hf and 8 O atoms on fluorite sites in a cell with edges $0.52$, $0.50$ and $0.51$ nm. Half the oxygens are moved by $0.04$ nm along $z$. The cell is then stretched by $1\%$ along $x$ and $y$, which gives
\begin{equation}
V=(0.5252)(0.505)(0.51)\ \mathrm{nm^3}=0.1353\ \mathrm{nm^3}.
\end{equation}
Random displacements of $0.005$ nm rms per component make one snapshot.

The moment model has 122 fitted coefficients, namely $c_0$, $c_f$ and $v_h$ for both species. The weights $w_{fh}$ and offsets $b_h$ were drawn at random and kept fixed. The fit used energies and forces of 80 cells with random strains and displacements. No stresses entered the fit. The data come from a reference model, not from first principles or experiment: point charges $+2.4e$ on Hf and $-1.2e$ on O with Ewald summation, plus repulsions $Ae^{-r/\rho}$ with $\rho=0.03$ nm, $A_{\rm OO}=500$ eV and $A_{\rm HfO}=1047$ eV. The last value makes the mean pressure of the unstrained polar cell zero.

The cutoff of $0.6$ nm exceeds every cell edge. Of the 978 neighbour vectors, 72 join an atom to its own images, six for each atom. A list that keeps only the nearest image of each pair of different atoms would lose them, together with 774 vectors between different atoms. The 72 self-image vectors alone contribute $-4.7$ GPa to $\sigma_{xx}$. This share depends on the choice of cell, since in a doubled cell some of these pairs join different atoms; the total stress of a cell doubled along $x$ was tested and is the same.

The normal stresses in GPa are as follows. Wrapping A places fractional coordinates between $0$ and $1$, wrapping B between $-\tfrac12$ and $\tfrac12$.

\begin{center}
\begin{tabular}{lrrr}
 & $xx$ & $yy$ & $zz$\\
\hline
Positions times forces, A & 1.04 & 2.28 & $-11.75$\\
Cell term, A & 7.22 & $-7.09$ & 12.02\\
Positions times forces, B & $-3.87$ & $-4.22$ & 3.84\\
Cell term, B & 12.13 & $-0.59$ & $-3.58$\\
Neighbour formula & 8.25 & $-4.81$ & 0.26
\end{tabular}
\end{center}

For $xx$ the two sums are $1.04+7.22=8.26$ and $-3.87+12.13=8.26$, equal to the last row within rounding. The position--force sums alone disagree with each other even in sign. Central differences of the energy under strain reproduce all nine components of $W$ to within $8\times10^{-10}$ eV. The snapshot's configurational pressure is $-(8.25-4.81+0.26)/3=-1.2$ GPa, a net tension.

Without the polar and random displacements, the same strained cell has no forces. Each Hf sits at an inversion centre, and each O on three perpendicular twofold axes, and no nonzero vector survives these operations. The computed forces are below $10^{-13}$ eV/nm, yet the normal stresses are $13.0$, $0.5$ and $3.3$ GPa. The one-atom chain behaved in the same way. In the snapshot, $|\mathbf g\times\mathbf r|$ reaches $0.40$ eV for a single pair, while the sum for each centre is symmetric to about $10^{-14}$ eV.

The thermal formula was tested on one oxygen coordinate at 300 K, in a window of $\pm0.02$ nm along $z$ that deforms with the cell. The other atoms kept their fractional coordinates. The mean of $W_{zz}$ is $0.1937$ eV and $k_BT=0.0259$ eV, so the predicted slope is $0.1678$ eV. Differentiating the free energy numerically also gives $0.1678$ eV.

\subsection{How far the numbers can be trusted}

A correct derivative of a learned energy is not yet an accurate stress. On 10 cells outside the fit, the rms force error relative to the reference is $0.47$ eV/nm, or $5\%$ of the rms force of $8.96$ eV/nm. The rms error of the normal stresses is $1.2$ GPa. Ten cells fix these errors only roughly: on 30 further cells drawn in the same way they are $0.53$ eV/nm and $1.6$ GPa. For the snapshot the reference gives $6.5$, $-4.9$ and $-0.8$ GPa, so the learned $\sigma_{zz}$ has the wrong sign. Since the strain derivative agrees with energy differences, the fault lies in the learned energy surface. Fitting energies and forces alone leaves room for improvement in the stress. In trial fits of the same form, for three sets of random cells and weights with 40 cells outside each fit, adding the normal stresses of the training cells lowered the rms stress error from between $0.9$ and $1.6$ GPa to between $0.2$ and $0.5$ GPa. This range holds when the rows for $W_{aa}$ in eV carry a weight of 1 to 10 relative to the force rows in eV/nm. The force error changed by less than $2\%$ at weights 1 to 3, and rose by up to $8\%$ at weight 10 and by up to a quarter at weight 30.

The kinetic pressure, which the table leaves out, is smaller than the $1.2$ GPa error. At 300 K it is
\begin{equation}
\frac{12\times0.02585\ \mathrm{eV}}{0.1353\ \mathrm{nm^3}}\times0.1602\ \frac{\mathrm{GPa}}{\mathrm{eV/nm^3}}=0.37\ \mathrm{GPa},
\end{equation}
and $0.44$ GPa at $85\,^\circ$C. A quantum oscillator of energy $\hbar\omega$ has mean kinetic energy $\tfrac14\hbar\omega\coth y$ with $y=\hbar\omega/2k_BT$, against $\tfrac12k_BT$ classically, a ratio of $y\coth y$. If all modes had a rough energy of 50 meV, this would add $0.11$ GPa to the kinetic pressure at 300 K. The accompanying change of $\langle W\rangle$ is not included. For modes with a common Gr\"uneisen parameter $\gamma$ it is $3\gamma-1$ times the kinetic addition. For the zone-centre modes of the relaxed reference cell the factor is about $1.3$.

The polar displacements carry a point-charge polarization
\begin{equation}
P=\frac{4\times1.2e\times0.04\ \mathrm{nm}}{0.1353\ \mathrm{nm^3}}=23\ \mu\mathrm{C/cm^2}.
\end{equation}
The displacement is imposed. It is not an energy minimum of the reference model: when the atoms of the snapshot are released in the fixed cell, the polarization disappears. They settle in a nonpolar distorted structure, up to $0.047$ nm from the fluorite sites and $0.36$ eV per cell below the undisplaced arrangement, which is itself a saddle point. The example therefore tests the stress formula and does not explain why hafnia is polar.

A field $\mathcal E$ adds the energy $-V\mathbf P\cdot\boldsymbol{\mathcal E}$. At fixed charges and field the displacements stretch with the crystal, which adds a stress $-\mathcal E_aP_b$. At 2 MV/cm its size is $0.05$ GPa. A capacitor is usually held at fixed voltage instead. The field then falls in proportion as the thickness grows, and this contribution to $\sigma_{zz}$ vanishes. The field also shifts the ions within the cell. The stress change caused by that shift, the ionic part of the piezoelectric response, is not included here and can be several times larger than $0.05$ GPa.

Cell edges near $0.5$ nm, polarizations of some tens of $\mu$C/cm$^2$ and fields of a few MV/cm are roughly typical of hafnia capacitors. The $8$ GPa along $x$ is high for a film. Zero mean pressure fixed the trace of the stress in the starting cell, not its separate components, so the edges were never relaxed one by one. The reference gives $5.9$, $-5.9$ and $0.0$ GPa in the unstrained polar cell. The atoms were not relaxed either. Released in the strained cell, they give reference stresses of $-7.3$, $-5.5$ and $1.1$ GPa, so even the sign of $\sigma_{xx}$ belongs to the imposed pattern. A real film can also relax along its normal. Without an applied field or load its average total $\sigma_{zz}$ is then near zero, whereas the model holds that edge fixed. Twenty snapshots with the same random amplitude give a mean configurational $\sigma_{zz}$ of $0.9$ GPa and a spread of $0.4$ GPa. Subtracting the kinetic pressure leaves roughly half a GPa in the learned model, which relaxing the edge would remove. These snapshots are not a Boltzmann sample, and the remainder is smaller than the model's own stress error. For the same snapshots the reference gives a mean of $0.1$ GPa, or about $-0.3$ GPa after the kinetic pressure is subtracted, which has the opposite sign. Before this potential is used to relax the cell of a film, its stress error should therefore be reduced. Including stresses in the fit, as in the trial fits above, is a direct way to do this, and the result should be checked on cells outside the fit. The full tensors are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
unstrained cell edges (nm): 0.52 0.5 0.51
in-plane strain: 1.0 %; polar O shift: 0.04 nm
rms random displacement per component: 0.005 nm
reference charges Hf, O (e): 2.4 -1.2
reference repulsion A_HfO, A_OO (eV): 1046.8 500.0; range 0.03 nm
cutoff: 0.6 nm; training cells: 80; held-out cells: 10
trained coefficients: 122
volume: 0.13527 nm^3; 1 eV/nm^3 = 0.16022 GPa
neighbour vectors: 978; of these self-images: 72
tensor order below: xx yy zz yz xz xy
stress from neighbour vectors (GPa): 8.254 -4.808 0.264 -0.176 0.269 -0.417
stress from energy differences (GPa): 8.254 -4.808 0.264 -0.176 0.269 -0.417
wrapped sum, atoms in 0..1 (GPa): 1.038 2.283 -11.752 0.913 -1.140 -5.224
wrapped sum, atoms in -1/2..1/2 (GPa): -3.873 -4.216 3.844 -0.334 -0.443 2.259
missing cell term, atoms in 0..1 (GPa): 7.216 -7.091 12.016 -1.090 1.409 4.807
missing cell term, atoms in -1/2..1/2 (GPa): 12.127 -0.592 -3.580 0.158 0.712 -2.676
self-image part of stress (GPa): -4.675 -0.879 -3.003 0.007 0.006 -0.002
stress of centrosymmetric crystal (GPa): 12.991 0.518 3.316 0.000 0.000 0.000
largest force there: 8.9e-14 eV/nm
pressure of snapshot: -1.237 GPa
largest W difference, formula vs energy: 7.2e-10 eV
largest |g x d| of one pair: 0.403 eV
largest per-centre asymmetry: 6.6e-15 eV
free-energy strain slope, one coordinate: 0.16783 eV
mean W_zz: 0.19369 eV; kT at 300 K: 0.02585 eV
held-out force error, rms: 0.470 eV/nm
held-out force size, rms: 8.960 eV/nm
held-out normal-stress error, rms: 1.212 GPa
reference normal stress of snapshot (GPa): 6.548 -4.930 -0.848
kinetic pressure at 300 K: 0.367 GPa
kinetic pressure at 358.15 K: 0.439 GPa
quantum addition at 300 K, 50 meV mode: 0.108 GPa
point-charge polarization: 22.7 uC/cm2
field work density at 2.0 MV/cm: 0.0455 GPa
zz stress over 20 snapshots, mean: 0.919 GPa
zz stress over 20 snapshots, spread: 0.411 GPa
\end{verbatim}
